# Second-Order Jahn-Teller Bending of a Linear Dialkyl

If the electrons of linear dimethylbarium are merely carried along as the molecule bends, in either of the two ways used below, the computed force constant is positive and the molecule appears to be linear. Once the electrons may respond, the force constant is negative. The HOMO-LUMO gap does not reveal this, because the transition between those two orbitals has the wrong symmetry to assist bending. A useful criterion must say which excitations count, how strongly, and how low they must lie.

## Coordinate and Hamiltonian

Consider a dialkyl $\mathrm{MR_2}$ with a linear C–M–C skeleton and a non-degenerate, closed-shell singlet ground state. Define

$$\theta=\pi-\angle(\mathrm{C{-}M{-}C}). \tag{1}$$

The metal stays fixed, each alkyl group is rigid, and each M–C axis turns by $\theta/2$ towards the same side. All bond lengths are constant along this path. The force constant derived here is the energy curvature along it, not a vibrational frequency.

For clamped nuclei, in Gaussian units,

$$H=-\sum_j\frac{\hbar^2\nabla_j^2}{2m}-\sum_{jA}\frac{Z_Ae^2}{|\mathbf r_j-\mathbf R_A|}+\sum_{j<k}\frac{e^2}{r_{jk}}+\sum_{A<B}\frac{Z_AZ_Be^2}{R_{AB}}. \tag{2}$$

We represent $H$ as a real matrix in an orthonormal many-electron basis that varies smoothly with $\theta$ and respects the molecular symmetry. Then

$$H(\theta)=H_0+\theta H'+\tfrac12\theta^2H''+\dots, \tag{3}$$

where primes denote derivatives at $\theta=0$. The curvature of the nuclear path is included in $H''$.

## The force constant

Let $H_0|n\rangle=E_n|n\rangle$. Write the ground state as $|0\rangle+\theta|1)+\theta^2|2)+\dots$, with the corrections $|1)$ and $|2)$ orthogonal to $|0\rangle$, and its energy as $E_0+\theta E'+\frac12\theta^2K+\dots$. The terms linear in $\theta$ in the Schrödinger equation give

$$(H_0-E_0)|1)=-(H'-E')|0\rangle. \tag{4}$$

Projection on $\langle0|$ gives $E'=\langle0|H'|0\rangle$. For a staggered dimethyl, inversion through the metal changes $\theta$ into $-\theta$. The energy is therefore even and $E'=0$. Projection of (4) on an excited state gives

$$|1)=-\sum_{n>0}|n\rangle\frac{\langle n|H'|0\rangle}{E_n-E_0}. \tag{5}$$

The quadratic terms are

$$H_0|2)+H'|1)+\tfrac12H''|0\rangle=E_0|2)+E'|1)+\tfrac12K|0\rangle. \tag{6}$$

On projection with $\langle0|$, the two terms in $|2)$ vanish by orthogonality and the term in $E'$ is zero. Inserting (5) and multiplying by two,

$$K=K_0-2\sum_{n>0}\frac{v_n^2}{\Delta_n},\qquad K_0=\langle0|H''|0\rangle, \tag{7}$$

with $v_n=\langle n|H'|0\rangle$ and $\Delta_n=E_n-E_0$. The first term is the stiffness with unresponsive electrons. The second cannot be negative before its minus sign is applied, since every $\Delta_n>0$: mixing in excited states softens the bend.

## Which states can contribute

The Hamiltonian is unchanged if electrons and nuclei are transformed together, so $H'$ transforms like the bending coordinate. The element $v_n$ can differ from zero only if $\Gamma_0\otimes\Gamma_{\rm bend}\otimes\Gamma_n$ contains the totally symmetric representation. The ground state is totally symmetric, so $\Gamma_n=\Gamma_{\rm bend}$. Since $H'$ contains no spin operator, $|n\rangle$ must also be a singlet.

If the alkyls are treated as axially symmetric, the point group is $D_{\infty h}$ and the required symmetry is $\Pi_u$. For a staggered dimethyl, the group is $D_{3d}$ and the requirement is $E_u$. In the axial language, examples of excitations out of $\sigma$ orbitals are:

- $\sigma_g\to\pi_u$, allowed; the empty orbital can contain metal $p$ character.
- $\sigma_u\to\pi_g$, allowed; the empty orbital can contain metal $d$ character.
- $\sigma_u\to\sigma_g$, forbidden; it has odd parity but no component of angular momentum about the axis.
- $\sigma_u\to\pi_u$, forbidden; its overall parity is even.

## The energy gap required

Collect the coupling strength and define a weighted harmonic mean gap:

$$W=2\sum_nv_n^2,\qquad \frac1{\Delta_{\rm eff}}=\frac1W\sum_n\frac{2v_n^2}{\Delta_n}. \tag{8}$$

Equation (7) becomes $K=K_0-W/\Delta_{\rm eff}$. For $K_0>0$ and $W>0$,

$$K=K_0\left(1-\frac{\Delta_c}{\Delta_{\rm eff}}\right),\qquad \Delta_c=\frac W{K_0}. \tag{9}$$

Thus $K<0$ if and only if $\Delta_{\rm eff}<\Delta_c$. If $K_0<0$, the linear form is unstable even without electronic response, and no gap condition is needed.

Let $\Delta_1$ be the lowest gap with non-zero coupling. A weighted harmonic mean cannot lie below its smallest member, so $\Delta_{\rm eff}\ge\Delta_1$. A negative $K$ therefore requires $\Delta_1<\Delta_c$, but this is not sufficient: the lowest state may carry little of the coupling.

## Why there is no universal critical gap

The separation in (7) depends on how the basis follows the nuclei. Change the basis by $e^{\theta A}$, where $A$ is real and antisymmetric, and let $a_n=\langle n|A|0\rangle$. Expanding $e^{-\theta A}He^{\theta A}$ gives

$$\tilde H'=H'+[H_0,A],\qquad \tilde H''=H''+2[H',A]+[[H_0,A],A]. \tag{10}$$

Since $\langle n|[H_0,A]|0\rangle=\Delta_na_n$, the new couplings are $\tilde v_n=v_n+\Delta_na_n$. For the expectation value of $\tilde H''$, use $\langle0|A|n\rangle=-a_n$. The two commutators contribute $4\sum v_na_n$ and $2\sum\Delta_na_n^2$, so

$$\tilde K_0=K_0+4\sum_nv_na_n+2\sum_n\Delta_na_n^2. \tag{11}$$

The relaxation term changes by the same amount:

$$2\sum_n\frac{(v_n+\Delta_na_n)^2}{\Delta_n}=2\sum_n\frac{v_n^2}{\Delta_n}+4\sum_nv_na_n+2\sum_n\Delta_na_n^2. \tag{12}$$

Their difference $K$ is invariant, while $K_0$, $W$, $\Delta_{\rm eff}$ and $\Delta_c$ are not. A critical gap has meaning only together with the chosen way of carrying the electrons.

## One low-lying $\Pi_u$ state

Suppose one $\Pi_u$ state lies at $\Delta$ and couples linearly to the ground state with strength $V$, and both states have the same bare stiffness $k_0>0$. For a bend in a given direction, only the $\Pi_u$ component along that direction couples. The orthogonal component stays at $\Delta+k_0\theta^2/2$. The remaining matrix is

$$\frac{k_0\theta^2}{2}\,\mathbf 1+\begin{pmatrix}0&V\theta\\V\theta&\Delta\end{pmatrix}, \tag{13}$$

and its lower eigenvalue is

$$E_-(\theta)=\frac{k_0\theta^2}{2}+\frac\Delta2-s,\qquad s=\sqrt{\frac{\Delta^2}{4}+V^2\theta^2}. \tag{14}$$

For small $\theta$, $s=\Delta/2+V^2\theta^2/\Delta-V^4\theta^4/\Delta^3+\dots$. Hence

$$K=k_0-\frac{2V^2}{\Delta},\qquad \Delta_c=\frac{2V^2}{k_0}. \tag{15}$$

At $\Delta=\Delta_c$ the quadratic term vanishes, and the positive quartic term $V^4\theta^4/\Delta^3$ keeps the linear form at a minimum.

Below $\Delta_c$, the condition $dE_-/d\theta=\theta(k_0-V^2/s)=0$ has the bent solution $s=V^2/k_0$. Squaring and solving for $\theta$,

$$\theta_0^2=\frac{V^2}{k_0^2}-\frac{\Delta^2}{4V^2}. \tag{16}$$

Substitution in (14) gives $E_-=-V^2/(2k_0)+\Delta/2-k_0\Delta^2/(8V^2)$, which is minus a perfect square. The well depth is

$$D=-E_-(\theta_0)=\frac{V^2}{2k_0}\left(1-\frac\Delta{\Delta_c}\right)^2. \tag{17}$$

Take $k_0=4$ eV/rad² and $V=3$ eV/rad. Then $\Delta_c=2\times9/4=4.5$ eV. A gap of 6 eV gives $K=4-18/6=1$ eV/rad², so the linear form is stable. A gap of 3 eV gives $K=4-18/3=-2$ eV/rad². In that case $\theta_0^2=9/16-9/36=0.3125$, or $\theta_0=32.0^\circ$, and $D=(9/8)(1/3)^2=0.125$ eV.

As $\Delta\to0$, equation (15) diverges. The ground state is then degenerate at linearity, and the surface has a cusp, with slope $-V$ as $\theta\to0$ from above. Second-order theory no longer applies, although (14) still does within the model.

## Hartree-Fock form

For independent electrons, let $h'$ be the one-electron part of $H'$. The singlet excitation $i\to a$ is a normalized sum of two determinants. Each contributes $h'_{ia}/\sqrt2$, so $v=\sqrt2\,h'_{ia}$ and

$$K=K_0-4\sum_{ia}\frac{(h'_{ia})^2}{\varepsilon_a-\varepsilon_i}. \tag{18}$$

In Hartree-Fock theory the orbitals also respond to one another. Let $i,j$ label occupied and $a,b$ empty real orbitals. A rotation with parameters $\kappa_{ia}$ changes the one-spin density matrix $P$ by

$$P_1=\sum_{ia}\kappa_{ia}(|a\rangle\langle i|+|i\rangle\langle a|), \tag{19}$$

$$P_2=\sum_{iab}\kappa_{ia}\kappa_{ib}|a\rangle\langle b|-\sum_{ija}\kappa_{ia}\kappa_{ja}|i\rangle\langle j|. \tag{20}$$

The second sum in (20) preserves orthonormality. Apart from nuclear repulsion, the energy is $2\,{\rm Tr}\,hP+{\rm Tr}\,PG[P]$, where $h$ is the one-electron Hamiltonian and $G_{pq}[P]=\sum_{rs}P_{rs}[2(pq|rs)-(pr|qs)]$. The integrals $(pq|rs)$ include $e^2$. With $F=h+G[P]$, the energy change to second order is

$$2\,{\rm Tr}\,F(P_1+P_2)+{\rm Tr}\,P_1G[P_1]. \tag{21}$$

The first-order part is $4\sum\kappa_{ia}F_{ia}$. At $\theta=0$, $P_2$ gives $2\sum\kappa_{ia}^2(\varepsilon_a-\varepsilon_i)$. In the last term, the two orderings of each index pair give

$$\sum_{iajb}\kappa_{ia}\kappa_{jb}\,[8(ia|jb)-2(ij|ab)-2(ib|ja)]. \tag{22}$$

The second-order energy is therefore $2\kappa^TM\kappa$, with

$$M_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+4(ia|jb)-(ij|ab)-(ib|ja). \tag{23}$$

At linearity $F_{ia}=0$, so on bending $F_{ia}=\theta F'_{ia}$ to leading order. Here $F'$ is evaluated with orbitals carried along but not relaxed. If $K_0$ is the energy curvature of that carried determinant, then

$$E-E_0=\tfrac12K_0\theta^2+4\theta\,\kappa^TF'+2\kappa^TM\kappa. \tag{24}$$

For positive definite $M$, the minimum is at $\kappa=-\theta M^{-1}F'$. The last two terms then sum to $-2\theta^2F'^TM^{-1}F'$, and

$$K=K_0-4F'^TM^{-1}F'. \tag{25}$$

Equations (8) and (9) apply with $W=4F'^TF'$ and the eigenvalues of $M$ as gaps. These eigenvalues are static response gaps, not excitation energies.

## Dimethylmagnesium and dimethylbarium

The two staggered molecules were treated by restricted Hartree-Fock theory, with def2-SVP on the metal and 6-31G on carbon and hydrogen. Barium has an effective core potential, which replaces its core electrons in (2). The C–H length is 1.09 Å and the M–C–H angle 111°. A cubic fitted to four energies gives linear M–C lengths of 2.108 Å for Mg and 2.865 Å for Ba, within about 0.001 Å of the energy minimum. Electron correlation, methyl relaxation, basis-set incompleteness and zero-point motion are left out.

The orbitals are carried in two ways: the carbon $p$ functions either keep fixed axes or turn with their methyl group. Energies below are in eV/rad².

| Molecule, $p$ functions | $K_0$ | Relaxation | $K$ |
|---|---:|---:|---:|
| Mg, fixed | 6.407 | 5.183 | 1.224 |
| Mg, turning | 1.596 | 0.372 | 1.224 |
| Ba, fixed | 6.210 | 7.678 | −1.468 |
| Ba, turning | 1.236 | 2.703 | −1.468 |

In aJ/rad², the force constants are 0.196 for Mg and −0.235 for Ba. Independently converged energies at small bends give the same $K$ values; the test allowed a difference of $10^{-5}$ hartree/rad². Turning the $p$ functions removes nearly 5 eV/rad² from $K_0$ and the same amount from the relaxation. The invariance of $K$ requires the two reductions to be equal; it does not fix their size.

With turning $p$ functions, barium has $\Delta_{\rm eff}=8.81$ eV and $\Delta_c=19.29$ eV. Equation (9) gives $K=1.236(1-19.29/8.81)=-1.47$ eV/rad². Magnesium has $\Delta_{\rm eff}=821$ eV and $\Delta_c=191$ eV, so $K=1.596(1-191/821)=1.22$ eV/rad².

The value of 821 eV is not a valence gap: nearly all the coupling strength comes from the magnesium 1s orbital. If a fraction $w$ of $W$ lies at gaps below $g$, equation (8) requires $w/g\le1/\Delta_{\rm eff}$. For $g=100$ eV, less than 13% of the magnesium coupling strength lies below $g$. Counting only response modes whose squared coupling exceeds $10^{-4}$ of the largest, the lowest gap is 7.98 eV, far below $\Delta_c$, yet the molecule resists bending. The condition $\Delta_1<\Delta_c$ is thus met without an instability. Here, however, $\Delta_c$ is itself set mainly by the 1s coupling, so it should not be read as a threshold for valence gaps.

The HOMO-LUMO gaps are 10.59 eV for Mg and 6.14 eV for Ba. In both molecules the HOMO is odd, the LUMO is even, and neither is degenerate. Their bending coupling vanishes to the printed precision, as the rule for $\sigma_u\to\sigma_g$ demands.

The relaxation is $4\sum_{ia}F'_{ia}x_{ia}$ with $x=M^{-1}F'$, and its terms can be sorted by the parity of the occupied orbital. This convention shares the coupling between the two classes equally. For turning $p$ functions, excitations from odd to even orbitals supply 2.625 of the 2.703 eV/rad² relaxation in barium, or 97%. In magnesium, even-to-odd excitations supply 0.306 of 0.372 eV/rad², or 82%, but most of this comes from the metal 1s orbital and is not evidence of valence $p$ bonding. Metal $d$ functions are even and can enter the dominant barium channel. Removing them at the same linear geometry changes $K$ from −1.468 to +0.211 eV/rad². At this level of theory, the barium $d$ functions are thus necessary for the instability at this geometry. The change includes their effect on $K_0$ as well as on the relaxation.

The force constant describes small bends. At a C–M–C angle of 160°, $\theta=0.349$ rad, and $K\theta^2/2$ gives 0.075 eV for Mg and −0.089 eV for Ba. The computed changes are 0.074 and −0.080 eV. At 120°, the quadratic estimate for Ba is −0.80 eV, against a computed −0.33 eV. The barium energy still falls between 140° and 120°, so these points do not locate the minimum; they show that its depth on this rigid path is at least 0.329 eV. The remaining values are in the numerical output.

## Calculated quantities

```
Model k0: 4.00 eV/rad^2
Model coupling V: 3.00 eV/rad
Model critical gap: 4.500 eV
Model K at gap 3.0 eV: -2.0000 eV/rad^2
Model K at gap 6.0 eV: 1.0000 eV/rad^2
Model minimum theta: 32.03 degree
Model well depth: 0.1250 eV
Chosen C-H length: 1.09 angstrom
Chosen M-C-H angle: 111.0 degree
MgMe2 linear M-C length: 2.1079 angstrom
MgMe2 HOMO, LUMO parity: u, g; degeneracy: 1, 1
MgMe2 HOMO-LUMO gap: 10.590 eV
MgMe2 K from energies: 1.22449 eV/rad^2
MgMe2 K converted: 0.19619 aJ/rad^2
MgMe2 fixed-p K0: 6.40729 eV/rad^2
MgMe2 fixed-p relaxation: 5.18279 eV/rad^2
MgMe2 fixed-p K formula: 1.22449 eV/rad^2
MgMe2 fixed-p effective gap: 109.331 eV
MgMe2 fixed-p critical gap: 88.437 eV
MgMe2 turning-p K0: 1.59640 eV/rad^2
MgMe2 turning-p relaxation: 0.37190 eV/rad^2
MgMe2 turning-p K formula: 1.22449 eV/rad^2
MgMe2 turning-p effective gap: 821.189 eV
MgMe2 turning-p critical gap: 191.308 eV
MgMe2 HOMO-LUMO coupling: 0.00000 eV/rad
MgMe2 largest coupling: 6.9044 eV/rad
MgMe2 lowest coupled response gap: 7.984 eV
MgMe2 g-to-u relaxation: 0.3058 eV/rad^2
MgMe2 u-to-g relaxation: 0.0661 eV/rad^2
MgMe2 E(160 degree)-E(180): 0.0743 eV
MgMe2 E(140 degree)-E(180): 0.3002 eV
MgMe2 E(120 degree)-E(180): 0.7073 eV
BaMe2 linear M-C length: 2.8647 angstrom
BaMe2 HOMO, LUMO parity: u, g; degeneracy: 1, 1
BaMe2 HOMO-LUMO gap: 6.139 eV
BaMe2 K from energies: -1.46796 eV/rad^2
BaMe2 K converted: -0.23519 aJ/rad^2
BaMe2 fixed-p K0: 6.21039 eV/rad^2
BaMe2 fixed-p relaxation: 7.67836 eV/rad^2
BaMe2 fixed-p K formula: -1.46796 eV/rad^2
BaMe2 fixed-p effective gap: 23.932 eV
BaMe2 fixed-p critical gap: 29.589 eV
BaMe2 turning-p K0: 1.23551 eV/rad^2
BaMe2 turning-p relaxation: 2.70347 eV/rad^2
BaMe2 turning-p K formula: -1.46796 eV/rad^2
BaMe2 turning-p effective gap: 8.814 eV
BaMe2 turning-p critical gap: 19.286 eV
BaMe2 HOMO-LUMO coupling: 0.00000 eV/rad
BaMe2 largest coupling: 1.0191 eV/rad
BaMe2 lowest coupled response gap: 3.308 eV
BaMe2 g-to-u relaxation: 0.0781 eV/rad^2
BaMe2 u-to-g relaxation: 2.6254 eV/rad^2
BaMe2 E(160 degree)-E(180): -0.0802 eV
BaMe2 E(140 degree)-E(180): -0.2371 eV
BaMe2 E(120 degree)-E(180): -0.3292 eV
BaMe2 K without Ba d: 0.21123 eV/rad^2
```
